# Wigner–Seitz weights and exactness on the grid in Wannier interpolation

## Definitions and conventions

The lattice vectors are \(R=\sum_i n_i a_i\) with integer \(n_i\), and wavevectors are \(k=\sum_i \kappa_i b_i\) with \(a_i\cdot b_j=2\pi\delta_{ij}\), so \(k\cdot R=2\pi\sum_i\kappa_i n_i\). Vectors in parentheses are reduced coordinates, \((n_1,n_2)\) or \((\kappa_1,\kappa_2)\). Energies are in eV.

The coarse grid has \(N=\prod_i N_i\) points \(q=s+\sum_i (j_i/N_i)\,b_i\), \(j_i=0,\dots,N_i-1\). The shift \(s\) is zero for a Γ-centred grid. The supercell vectors are \(T=\sum_i m_iN_ia_i\) with integer \(m_i\). Lattice vectors that differ by some \(T\) belong to the same class; there are \(N\) classes, one for each set of residues \(n_i \bmod N_i\).

At each \(q\) the data are a real diagonal matrix \(\varepsilon(q)\) of \(J_b\) band energies and a \(J_b\times J\) matrix \(U(q)\) with \(U^\dagger U=1\). Its columns define the states \(\sum_b|\psi_{bq}\rangle U_{bn}\) from which the Wannier functions \(|w_{nR}\rangle\) are built. In that basis
\[ H^W(q)=U^\dagger(q)\,\varepsilon(q)\,U(q), \]
which is Hermitian because \((U^\dagger\varepsilon U)^\dagger=U^\dagger\varepsilon^\dagger U\) and \(\varepsilon^\dagger=\varepsilon\). The phase convention is \(H^W_{mn}(k)=\sum_R e^{ik\cdot R}\langle w_{m0}|H|w_{nR}\rangle\), with no orbital positions in the phase. The three objects under study are
\[ H(R)=\frac1N\sum_q e^{-iq\cdot R}H^W(q), \tag{1}\]
\[ \mathrm{WS}=\{R:\ |R|\le|R-T|\ \text{for all }T\},\qquad N_R=\#\{T:\ |R-T|=|R|\}, \tag{2}\]
\[ H_{\rm int}(k)=\sum_{R\in \mathrm{WS}}\frac{1}{N_R}\,e^{ik\cdot R}H(R). \tag{3}\]
Equation (1) is evaluated at every \(R\) that is used. \(T=0\) counts in \(N_R\), so interior vectors have \(N_R=1\). The norm \(\|X\|\) is the largest singular value.

## One band, one dimension, two points

Take lattice constant 1, \(N=2\), \(q\in\{0,\pi\}\) and one band, so that \(U\) is a phase and \(H^W=\varepsilon\). Equation (1) gives
\[ H(0)=\tfrac12(\varepsilon_0+\varepsilon_\pi),\qquad H(1)=H(-1)=\tfrac12(\varepsilon_0-\varepsilon_\pi), \]
since \(e^{\mp i\pi}=-1\). The plain inverse transform over \(R\in\{0,1\}\) gives \(H(0)+H(1)e^{ik}\). It returns \(\varepsilon_0\) at \(k=0\) and \(\varepsilon_\pi\) at \(k=\pi\), but between them it has the imaginary part \(H(1)\sin k\). The symmetric set \(\{-1,0,1\}\) with unit weights gives \(H(0)+2H(1)\cos k\), which is real but exceeds \(\varepsilon_0\) by \(H(1)\) at \(k=0\), because the class of odd \(R\) is counted twice. In (2), \(T\) is even, WS is \(\{-1,0,1\}\), and \(N_{1}=2\) from \(T=0\) and \(T=2\). Then
\[ H_{\rm int}(k)=H(0)+\tfrac12H(1)\left(e^{ik}+e^{-ik}\right)=H(0)+H(1)\cos k, \]
which is real and correct at both grid points.

A limit shows how far this reaches. For the chain \(\varepsilon(k)=E_0+2t\cos(k+\theta)\), one has \(\varepsilon_{0}=E_0+2t\cos\theta\), \(\varepsilon_\pi=E_0-2t\cos\theta\), so \(H_{\rm int}=E_0+2t\cos\theta\cos k\). The true band is \(E_0+2t\cos\theta\cos k-2t\sin\theta\sin k\). For \(\sin\theta=0\), that is \(\theta=0\) or \(\pi\), the interpolation is exact at all \(k\); otherwise the sine term, which vanishes on the grid, is lost. Exactness on the grid and reality do not fix the accuracy between grid points.

## Exactness on the grid in any dimension

Two orthogonality relations are needed. For grid points \(q,q'\) the shift cancels in \(q-q'\), and \((q-q')\cdot T=2\pi\sum_i(j_i-j_i')m_i\), so \(e^{i(q-q')\cdot R}\) depends only on the class of \(R\). Choosing the representatives \(R_c\) with \(0\le n_i<N_i\), the sum over classes factorizes into geometric sums \(\sum_{n=0}^{N_i-1}z^n\) with \(z=e^{2\pi i(j_i-j'_i)/N_i}\). For \(j_i=j_i'\) the sum is \(N_i\). Otherwise \(z\ne1\) and \(z^{N_i}=1\), so it is \((1-z^{N_i})/(1-z)=0\). Hence
\[ \frac1N\sum_{c}e^{i(q-q')\cdot R_c}=\delta_{qq'}. \tag{4}\]
The same geometric sum taken over \(j_i\), with \(z=e^{2\pi i n_i/N_i}\), gives
\[ \frac1N\sum_q e^{iq\cdot R}=\begin{cases}e^{is\cdot R}& R\text{ a supercell vector}\\ 0&\text{otherwise.}\end{cases}\tag{5}\]

Since \(q\cdot T=s\cdot T+2\pi\times\text{integer}\), equation (1) gives
\[ H(R+T)=e^{-is\cdot T}H(R),\qquad e^{iq\cdot(R+T)}H(R+T)=e^{iq\cdot R}H(R). \tag{6}\]
In the second relation the factors \(e^{is\cdot T}\) and \(e^{-is\cdot T}\) cancel: on the grid, the term \(e^{iq\cdot R}H(R)\) is the same for all members of a class.

Now consider a general sum \(H_w(k)=\sum_R w_R\,e^{ik\cdot R}H(R)\) with real weights, finitely many nonzero, and let \(W_c\) be the sum of \(w_R\) over class \(c\). By (6), \(H_w(q)=\sum_c W_c\,e^{iq\cdot R_c}H(R_c)\). If every \(W_c=1\), inserting (1) and using (4) gives
\[ H_w(q)=\sum_{q'}H^W(q')\,\frac1N\sum_c e^{i(q-q')\cdot R_c}=H^W(q). \]
For other weights, subtracting this identity leaves
\[ H_w(q)-H^W(q)=\sum_c (W_c-1)\,e^{iq\cdot R_c}H(R_c). \tag{7}\]
The condition \(W_c=1\) is also necessary if exactness is to hold for all data. Suppose (7) vanishes at every \(q\). Multiplying by \(e^{-iq\cdot R_{c'}}\) and averaging over \(q\) leaves, by (5), only \(c=c'\), so \((W_{c'}-1)H(R_{c'})=0\). One band with \(\varepsilon=1\) at a single point \(q_0\) and zero elsewhere has \(H(R)=e^{-iq_0\cdot R}/N\neq0\) for every \(R\), which forces \(W_{c'}=1\).

It remains to find \(W_c\) for the weights of (3). As \(T\) runs over the supercell lattice, \(R-T\) runs once over the class of \(R\). So (2) says that \(R\) is a shortest member of its class, and \(N_R\) is the number of members with that same length. A lattice has finitely many points in any ball, so every class has a finite number \(n_c\ge1\) of shortest members, each with \(N_R=n_c\). Therefore
\[ W_c=n_c\cdot\frac1{n_c}=1,\qquad \sum_{R\in\rm WS}\frac1{N_R}=N,\qquad H_{\rm int}(q)=H^W(q). \tag{8}\]
Nothing was assumed about \(U(q)\) beyond its being some matrix at each point, so (8) holds in any gauge and for any shift. In the limit \(N=1\), \(s=0\), WS is \(\{0\}\) and \(H_{\rm int}(k)=H^W(\Gamma)\), a constant that is right at the only grid point. With unit weights in the two-point chain, (7) has \(W_{\rm odd}=2\) and gives the excess \(H(1)\) found there.

A shifted grid has one trap. If \(H(R)\) is computed for one representative and copied to the other members of the class, the factor \(e^{-is\cdot T}\) of (6) is dropped, and a member \(R_c+T\) contributes \(e^{is\cdot T}e^{iq\cdot R_c}H(R_c)\). Copying is safe for \(s=0\), where all these phases are 1.

The numerical check uses random energies of order one and random \(3\times3\) unitary \(U(q)\), unshifted and shifted by half a grid spacing. The fcc \(4\times4\times4\) grid has 93 WS vectors with \(N_R\) up to 6 and weight sum 64; a triclinic \(4\times3\times2\) grid has 27 vectors and sum 24; the hexagonal \(6\times6\) grid has 43 and sum 36. The largest \(\|H_{\rm int}(q)-H^W(q)\|\) is \(2\times10^{-15}\) in each case. With copied \(H(R)\) on the shifted grids it is 4.17, 3.45 and 3.66.

## Hermiticity at every real k

Taking the adjoint of (1) conjugates the phase and leaves \(H^W\) unchanged:
\[ H(R)^\dagger=\frac1N\sum_q e^{+iq\cdot R}H^W(q)=H(-R). \tag{9}\]
For real \(k\) and real weights, \(H_w(k)^\dagger=\sum_R w_R\,e^{-ik\cdot R}H(-R)\). Renaming \(R\to-R\) turns this into \(\sum_R w_{-R}\,e^{ik\cdot R}H(R)\), so
\[ H_w(k)-H_w(k)^\dagger=\sum_R\left(w_R-w_{-R}\right)e^{ik\cdot R}H(R). \tag{10}\]
For WS, \(|-R-T|=|R-(-T)|\), and \(-T\) runs over the supercell lattice when \(T\) does. The list of distances for \(-R\) is thus the list for \(R\), which gives \(-R\in\mathrm{WS}\) whenever \(R\in\mathrm{WS}\), and \(N_{-R}=N_R\). The right side of (10) vanishes and \(H_{\rm int}(k)\) is Hermitian for all real \(k\). It is also periodic, \(H_{\rm int}(k+G)=H_{\rm int}(k)\), because \(e^{iG\cdot R}=1\) for reciprocal lattice vectors \(G\).

Even weights are necessary for general data. Multiplying (10) by \(e^{-ik\cdot R'}\) and averaging \(k\) over the whole zone isolates \((w_{R'}-w_{-R'})H(R')\), which must vanish; the single-point data above have \(H(R')\neq0\). On the grid itself, any weights with \(W_c=1\) give the Hermitian \(H^W(q)\), so a failure of evenness is then visible only between grid points. For the set \(\{0,1\}\) of the two-point chain, (10) gives \(H(1)e^{ik}-H(-1)e^{-ik}=2iH(1)\sin k\), in agreement with the imaginary part found there. On the three random data sets \(\|H_{\rm int}-H_{\rm int}^\dagger\|\) stays below \(10^{-15}\) at random \(k\).

Inserting (1) in (3) puts both properties in one function:
\[ H_{\rm int}(k)=\sum_q K(k-q)H^W(q),\qquad K(p)=\frac1N\sum_{R\in\rm WS}\frac{\cos(p\cdot R)}{N_R}. \tag{11}\]
The sine parts cancel between \(R\) and \(-R\). A real combination of Hermitian matrices is Hermitian; \(K(q-q')=\delta_{qq'}\) is (4) with \(W_c=1\); and \(\sum_qK(k-q)=1\), because (5) keeps only supercell vectors and the only one in WS is \(R=0\). In one dimension with \(N=2M\), the geometric sum \(\sum_{R=-M}^{M}e^{ipR}=\sin[(M+\tfrac12)p]/\sin(p/2)\) expands to \(\sin(Mp)\cot(p/2)+\cos(Mp)\). Halving the two end terms removes \(\cos(Mp)\), so \(K(p)=\sin(Np/2)\cot(p/2)/N\). For \(N=2\) this is \(\cos^2(p/2)=\tfrac12(1+\cos p)\), which reproduces the chain result. For \(N=4\) it is negative on \(\pi/2<p<\pi\). The weights in (11) are therefore not probabilities, and \(H_{\rm int}\) need not lie within the range of the data.

## From the matrix to the bands

Equation (8) concerns the matrix. If \(J=J_b\), \(U\) is unitary, \(U^\dagger\varepsilon U\) is similar to \(\varepsilon\), and the eigenvalues of \(H_{\rm int}(q)\) are the band energies. If \(J<J_b\), as after disentanglement, let \(e_b\) be the unit vector of band \(b\) and suppose it lies in the range of \(U\), \(e_b=Uc\). Then
\[ U^\dagger\varepsilon U c=U^\dagger\varepsilon\,e_b=\varepsilon_b\,U^\dagger Uc=\varepsilon_b\,c, \]
so that band is reproduced. For any normalized eigenvector \(c\), the eigenvalue is \((Uc)^\dagger\varepsilon(Uc)=\sum_b|(Uc)_b|^2\varepsilon_b\), a weighted mean of band energies, which in general equals none of them.

## Between the grid points

Let \(s=0\), and let \(H^W(k)\) be defined at all \(k\), periodic, with Fourier coefficients \(H_\infty(R')\) such that \(\sum\|H_\infty(R')\|\) converges and \(H^W(k)=\sum_{R'}e^{ik\cdot R'}H_\infty(R')\). Inserting this in (1) and using (5),
\[ H(R)=\sum_{R'}H_\infty(R')\,\frac1N\sum_qe^{iq\cdot(R'-R)}=\sum_TH_\infty(R+T). \tag{12}\]
The grid knows only the sum of the true coefficients over each class. Inserting (12) in (3) and collecting the terms that multiply a given \(H_\infty(R')\), which come from the WS members of the class of \(R'\),
\[ H_{\rm int}(k)-H^W(k)=\sum_{R'}H_\infty(R')\left[\varphi(k,R')-e^{ik\cdot R'}\right],\qquad \varphi(k,R')=\sum_{R\in{\rm WS},\,R\sim R'}\frac{e^{ik\cdot R}}{N_R}. \tag{13}\]
At a grid point all phases in a class coincide and the bracket vanishes, which recovers (8). If \(R'\) is interior to WS, it is the only WS member of its class, and the bracket vanishes for every \(k\). For other \(R'\), \(\varphi\) is a mean of unit phases, so the bracket has modulus at most 2:
\[ \|H_{\rm int}(k)-H^W(k)\|\le 2\sum_{R'\ \text{not interior}}\|H_\infty(R')\|. \tag{14}\]
The same bound holds for each band (Weyl's inequality). The \(j\)-th eigenvalue of a Hermitian matrix is the minimum over \(j\)-dimensional subspaces of the maximum of \(x^\dagger Hx\) over unit \(x\) in the subspace; changing \(H\) by \(\Delta\) changes every \(x^\dagger Hx\) by at most \(\|\Delta\|\), and hence the min-max as well.

A Hamiltonian supported in the interior of WS is interpolated exactly everywhere. Support on the boundary is not enough: the chain has \(H_\infty(\pm1)=te^{\pm i\theta}\) and \(\varphi=\cos k\), so (13) gives \(2t\cos\theta\cos k-2t\cos(k+\theta)\), the error found directly. The reason to choose WS among all even weight sets with \(W_c=1\) is in (13): in every class with a unique shortest member it cancels the error of that member, whose coefficient is the largest of the class when \(H_\infty\) decreases with distance. In classes with tied shortest members, on the boundary of WS, the bracket does not vanish for those members. Their summed contribution vanishes when their coefficients \(H_\infty\) are equal, as in the chain with \(\sin\theta=0\), and in general it does not.

The gauge enters only here. From (1) and (4), \(\sum_c\operatorname{tr}H(R_c)^\dagger H(R_c)=\frac1N\sum_q\operatorname{tr}H^W(q)^2\), which for unitary \(U\) is \(\frac1N\sum_{q,b}\varepsilon_b^2\). The gauge cannot change this total, only its distribution over \(R\). If the \(U(q)\) are independent and uniformly distributed over the unitary group, the traceless part \(X(q)\) of \(H^W(q)\) has zero mean, since the mean commutes with all unitaries and is traceless. The cross terms between different \(q\) then average out, and the mean of \(\operatorname{tr}X(R)^\dagger X(R)\) is \(N^{-2}\sum_q\operatorname{tr}X(q)^2\) for every \(R\): there is no decay at all.

## Weights that depend on the orbital pair

If \(w_n\) is centred at \(\tau_n\), the distance spanned by \(H_{mn}(R)\) is \(|R+\tau_n-\tau_m|\). Minimal-distance replica selection uses this length in (2), separately for each pair, giving weights \(w_{mn}(R)\). The counting that led to (8) used only that each class has finitely many minimizers, so the class sums are 1 for each element and grid exactness holds. Since \(|-R+\tau_m-\tau_n-T|=|R+\tau_n-\tau_m+T|\), one has \(w_{nm}(-R)=w_{mn}(R)\). With \(H_{nm}(R)^*=H_{mn}(-R)\) from (9),
\[ [H_{\rm int}]_{nm}^*=\sum_Rw_{nm}(R)e^{-ik\cdot R}H_{mn}(-R)=\sum_Rw_{nm}(-R)e^{ik\cdot R}H_{mn}(R)=[H_{\rm int}]_{mn}. \]
When all \(\tau_n\) coincide, this reduces to (3).

## A two-band model on a hexagonal lattice

The lattice has \(|a_1|=|a_2|=a\) and \(a_1\cdot a_2=a^2/2\), so \(|R|^2=(n_1^2+n_1n_2+n_2^2)a^2\). Orbital A sits at \((\frac13,\frac13)\), B at \((\frac23,\frac23)\) and C at the origin, with on-site energies \(-1\), \(+1\) and \(+8\) eV. Hoppings act over the distance \(a/\sqrt3\): \(t_{AB}=-2\), \(t_{AC}=-1.5\), \(t_{BC}=-1\) eV. These are round model parameters, and digits are kept only so that the arithmetic can be followed.

The \(3\times3\) Bloch matrix \(h(k)\) is diagonalized and the two lower bands are projected on A and B: \(A_{bn}=\langle\psi_b|n\rangle\), \(U=A(A^\dagger A)^{-1/2}\). Let \(P(k)\) project on the two bands, and let a subscript \(AB\) denote the \(2\times2\) block. Then \(A^\dagger A=P_{AB}\) and \(A^\dagger\varepsilon A=(Ph)_{AB}\), so
\[ H^W=P_{AB}^{-1/2}\,(Ph)_{AB}\,P_{AB}^{-1/2}, \]
free of eigenvector phases and periodic in \(k\). On a \(61\times61\) grid the gap to band 3 is at least 3.91 eV and the singular values of \(A\) are at least 0.936. With a gap, \(P\) is a contour integral of \((z-h)^{-1}\) around the two bands and is analytic in \(k\); with \(P_{AB}\) positive definite, so is its inverse square root. Shifting the Fourier integral to \(k+i\kappa\) within the region of analyticity bounds \(H_\infty(R)\) by a constant times \(e^{-|\kappa\cdot R|}\). The coefficients decay exponentially, with no sign of terminating before they reach round-off. They are taken from the \(61\times61\) grid, whose outermost ones are at the round-off level, \(3\times10^{-16}\) eV; 61 shares no factor with the coarse grids, so the only point they have in common with it is Γ, and (12) and (13) are tested on samples that are otherwise separate.

For the \(6\times6\) grid WS is a hexagon. The edge bisecting \(6a_1\) is \(n_1+n_2/2=3\), with lattice points \((3,0)\), \((2,2)\) and \((4,-2)\). The midpoint \((3,0)\) ties with \((-3,0)\), so \(N_R=2\). The corner \((2,2)\) ties with \((-4,2)\) and \((2,-4)\), all with \(|R|^2=12a^2\), so \(N_R=3\). The count is \(31+6/2+6/3=36\).

Because the hoppings are real, \(h(-k)=h(k)^*\), hence \(H^W(-k)=H^W(k)^*\); the grid is symmetric under \(q\to-q\) up to a reciprocal vector, so \(H(R)\) is real. In the order AA, AB, BA, BB and in eV:

- \(H(0,0)\): \(-1.5854,\ -2.1871,\ -2.1871,\ 0.8051\)
- \(H(1,0)\): \(-0.1737,\ 0.0352,\ -2.1871,\ -0.0283\)
- \(H(-1,0)\): \(-0.1737,\ -2.1871,\ 0.0352,\ -0.0283\)
- \(H(3,0)\): \(0.000490,\ 0.000538,\ 0.000538,\ 0.000102\)
- \(H(2,2)\): \(0.000104,\ 0.000055,\ -0.000555,\ 0.000314\)

\(H(-1,0)\) is the transpose of \(H(1,0)\), as (9) requires. \(H(3,0)\) is symmetric because (6) gives \(H(3,0)=H(-3,0)\) and (9) makes the latter its adjoint. \(H(2,2)\) is under no such constraint, since \((2,2)-(-2,-2)=(4,4)\) is not a supercell vector. \(H_{BA}(1,0)\) spans \((\frac23,-\frac13)\), of length \(a/\sqrt3\) like the bond in \(H_{AB}(0,0)\); threefold rotation maps the model, the projection orbitals and the supercell onto themselves, so the two are equal.

At the grid points Γ and M \(=(\frac12,0)\) the interpolated bands are \(-7.901237,\ 5.995396\) and \(-2.294090,\ 1.811404\) eV, equal to direct diagonalization of \(h\). At the off-grid point \(k^*=(0.25,0.10)\) the interpolated matrix has \(H_{AA}=-2.062266\), \(H_{BB}=0.715388\), \(H_{AB}=-4.010103+3.585188\,i\) eV. The mean of the diagonal is \(-0.673439\), half the difference is \(1.388827\), and
\[ \sqrt{1.388827^2+4.010103^2+3.585188^2}=\sqrt{1.92884+16.08093+12.85357}=5.55548, \]
so the bands are \(-0.67344\mp5.55548=-6.22892,\ 4.88204\) eV. Direct diagonalization gives \(-6.22915\) and \(4.88180\) eV; interpolated minus direct is 0.232 and 0.244 meV. The sum must equal the error of the trace: the direct diagonal is \(-2.062551,\ 0.715196\), and \(0.285+0.192=0.477\) meV agrees with \(0.476\) meV within rounding.

The table gives, in meV, the largest errors relative to the direct result over 600 random \(k\), which are sampled maxima, and the bound (14).

| grid | band | matrix | bound |
|---|---|---|---|
| 4×4 | 76.4 | 85.1 | 402 |
| 6×6 | 2.85 | 3.20 | 17.5 |
| 8×8 | 0.298 | 0.331 | 2.24 |
| 12×12 | 0.00308 | 0.00341 | 0.0256 |

The check asserts (12), (13), the ordering band \(\le\) matrix \(\le\) bound, and the decrease with grid size. The bound exceeds the sampled matrix error by factors from about 5 to 7.5. From 6 to 8 the matrix error falls by 9.7 and from 8 to 12 by 97, close to \(9.7^2\), as exponential decay would give. From 4 to 6 it falls by 27, more than the factor 9.7 found for the same step from 6 to 8.

Each condition can be removed on the \(6\times6\) data. The box \(n_i=0,\dots,5\) has one member per class and is exact on the grid to \(10^{-14}\) eV, but \(\|H-H^\dagger\|\) reaches 9.6 eV on the sampled \(k\): by (6) the six nearest-neighbour matrices appear at \((1,0)\), \((0,1)\), \((5,0)\), \((0,5)\), \((1,5)\) and \((5,1)\), none of which has its inverse in the box. These six terms alone give nearly all of the figure, and the pair \((1,0)\), \((5,0)\) alone gives about half of it. In the box \(n_i=-2,\dots,3\) only vectors with a component 3 lack a partner in (10), and the figure is about 11 meV (10.8 meV on the sampled \(k\)). WS with unit weights is Hermitian but misses the grid data by up to 3.07 meV, through the boundary classes in (7), where \(W_c-1\) is 1 or 2. Random unitary \(U(q)\) keep both properties and give off-grid band errors of several eV, up to 5.3 eV in the one draw used here. The kernel takes values from \(-0.142\) to \(0.999\) on the sampled \(k\).

For rectangular \(U\) spanning band 1 and a mixture with weight 0.75 on band 2 and 0.25 on band 3, the levels at Γ are \(-7.901237\) eV and \(0.75\times5.995396+0.25\times9.905841=6.973007\) eV, the second not a band energy. Minimal-distance replicas with centres at the A and B sites pass the tests of grid exactness and Hermiticity; their largest matrix error in this model is 1.49 meV, against 3.20 meV for (3).

The last limit keeps all three bands, with \(U\) chosen so that \(H^W=h\) has finite range. The AB bonds need \(R=(0,0),(-1,0),(0,-1)\), the AC bonds \((0,0),(1,0),(0,1)\) and the BC bonds \((1,0),(0,1),(1,1)\), together with the inverses for the transposed elements. The longest is \((1,1)\), of length \(\sqrt3\,a\). On a \(4\times4\) grid every vector shorter than \(2a\), half the shortest \(T\), is interior, and the off-grid error is \(8\times10^{-15}\) eV. On a \(3\times3\) grid \((1,1)\) is a corner tied with \((-2,1)\) and \((1,-2)\), and (13) leaves only the BC element and its conjugate:
\[ \Delta_{BC}=\tfrac13\,t_{BC}\,e^{ik\cdot(1,1)}\left[e^{-6\pi i\kappa_1}+e^{-6\pi i\kappa_2}-2\right]. \]
The bracket has modulus 4 at \(\kappa_1=\kappa_2=\frac16\), so the maximum is \(\frac43|t_{BC}|\), matching the sampled 1.33 eV. With minimal-distance replicas each bond has length \(a/\sqrt3\) and its images are at least \(3a-a/\sqrt3\) long, so it is the unique minimizer of its class, and the error on the same grid is \(10^{-14}\) eV.

## Calculated quantities

```
fcc (4, 4, 4): WS vectors 93, sum 1/N_R 64.000000, max N_R 6
  grid error 2e-15, |H-H+| 9e-16, shifted grid with copied H(R) 4.17
triclinic (4, 3, 2): WS vectors 27, sum 1/N_R 24.000000, max N_R 2
  grid error 2e-15, |H-H+| 6e-16, shifted grid with copied H(R) 3.45
hexagonal (6, 6): WS vectors 43, sum 1/N_R 36.000000, max N_R 3
  grid error 2e-15, |H-H+| 8e-16, shifted grid with copied H(R) 3.66
on-site A, B, C (eV): -1.0 1.0 8.0
t_AB, t_AC, t_BC (eV): -2.0 -1.5 -1.0
min gap band 2 to 3 (eV): 3.9104
min singular value of projection: 0.9369
fine grid 61x61, largest |H_inf| on its edge (eV): 3e-16
max errors over 600 random k (meV):
  4x4: band 76.38, matrix 85.11, bound 401.6
  6x6: band 2.854, matrix 3.204, bound 17.45
  8x8: band 0.2983, matrix 0.3307, bound 2.242
  12x12: band 0.003078, matrix 0.003408, bound 0.02562
6x6 WS vectors with N_R = 1, 2, 3: 31 6 6
H(0, 0) AA AB BA BB (eV), N_R=1: -1.585432 -2.187111 -2.187111 0.805103
H(1, 0) AA AB BA BB (eV), N_R=1: -0.173694 0.035202 -2.187111 -0.028321
H(-1, 0) AA AB BA BB (eV), N_R=1: -0.173694 -2.187111 0.035202 -0.028321
H(3, 0) AA AB BA BB (eV), N_R=2: 0.000490 0.000538 0.000538 0.000102
H(2, 2) AA AB BA BB (eV), N_R=3: 0.000104 0.000055 -0.000555 0.000314
Gamma (0.00,0.00) direct (eV): -7.901237 5.995396 9.905841
Gamma interpolated (eV): -7.901237 5.995396
M (0.50,0.00) direct (eV): -2.294090 1.811404 8.482686
M interpolated (eV): -2.294090 1.811404
k* (0.25,0.10) direct (eV): -6.229150 4.881795 9.347354
k* interpolated (eV): -6.228917 4.882040
k* direct H_AA -2.062551, H_BB 0.715196, H_AB -4.009986+3.585292j eV
k* interp H_AA -2.062266, H_BB 0.715388, H_AB -4.010103+3.585188j eV
k* band errors (meV): 0.232 0.244
kernel K: min -0.1417, max 0.9989
box 0..5: grid error 1e-14 eV, max |H-H+| 9591 meV
box -2..3: grid error 6e-15 eV, max |H-H+| 10.83 meV
WS without weights: grid error 3.071 meV
random gauge: max off-grid band error 5.263 eV
rectangular U, band-3 weight 0.25: Gamma levels (eV) -7.901237 6.973007
minimal-distance replicas 6x6: max matrix error 1.489 meV
three bands 3x3: off-grid error WS 1.33 eV, replicas 1e-14 eV
three bands 4x4: off-grid error WS 8.11e-15 eV, replicas 8e-15 eV
```
